**Grotch-Yennie equation: operator identities, energies and wavefunctions**

The program tests the first-order recoil energy \(E=E_0+(m^2-E_0^2)/2M\) for an electron of mass \(m\) and a spinless point nucleus of mass \(M\), where \(E_0\) is the Dirac-Coulomb energy. Symbolic algebra on a test spinor, evaluated at two points, asserts the commutator form of the Breit term, the Coulomb cancellation and the dilation identity. Diagonalization in a Laguerre basis asserts that the kinetic and Breit expectation values add to the closed formula for four states. The same basis tests the mixed scalar-vector equation at \(m/M=0.2\). Wavefunctions rebuilt from the rescaled problem are inserted in the original radial equation. On halving \(m/M\), their residual falls by a factor of 4.0000, but only by 2.0000 if the radial displacement is left out. For hydrogen-like mercury with a rounded nuclear mass of 202 u, the output gives a \(1s\) shift of 0.2365 eV and equal shifts of 0.0653 eV for \(2s\) and \(2p_{1/2}\).

## Numerical verification

```python
"""Heavy-nucleus (Grotch-Yennie) Dirac equation at Breit level.

Result under test, to first order in 1/M and all orders in z = Z*alpha:
  H = H0 + p^2/2M + (V/2M)(alpha.p + alpha.rhat rhat.p)
has energies E = E0 + (m^2 - E0^2)/2M, where H0 = alpha.p + beta m + V,
V = -z/r and E0 = m f is the Dirac-Coulomb energy. The equation maps onto a
Dirac-Coulomb equation with changed mass and coupling.
Units hbar = c = 1; numerical work also sets m = 1. mu = m/M.
kappa is the Dirac angular number, nr the radial number. The radial functions
P, Q are r times the upper and lower radial parts of the spinor.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import roots_genlaguerre, eval_genlaguerre
from sympy.physics.matrices import mgamma

# ---------- Cartesian operator identities on an arbitrary test spinor ----------
X = sp.symbols("x y z", real=True)
x, y, zc = X
radius = sp.sqrt(x**2 + y**2 + zc**2)
charge, mass = sp.Rational(3, 5), sp.Rational(7, 5)
V, W = -charge / radius, -charge * radius
BETA = sp.Matrix(mgamma(0))
ALPHA = [sp.Matrix(mgamma(0) * mgamma(i)) for i in (1, 2, 3)]
ZERO = sp.zeros(4, 1)


def momentum(i, s):
    return -sp.I * s.diff(X[i])


def alpha_p(s):
    return sum((ALPHA[i] * momentum(i, s) for i in range(3)), ZERO)


def p_squared(s):
    return sum((-s.diff(c).diff(c) for c in X), ZERO)


def dirac(s):
    return alpha_p(s) + mass * BETA * s + V * s


def inner_commutator(s):
    return p_squared(W * s) - W * p_squared(s)


def breit(s):
    radial_momentum = sum((X[j] / radius * momentum(j, s) for j in range(3)), ZERO)
    alpha_r = sum((ALPHA[i] * X[i] / radius for i in range(3)), sp.zeros(4, 4))
    return V / 2 * (alpha_p(s) + alpha_r * radial_momentum)


def dilation(s):
    return sum((X[j] * momentum(j, s) for j in range(3)), ZERO) \
        - sp.Rational(3, 2) * sp.I * s


def anti_dilation(s):
    return dirac(dilation(s)) + dilation(dirac(s))


POINTS = [{x: 1, y: 2, zc: 2}, {x: 2, y: 3, zc: 6}]


def vanishes(expression):
    return all(sp.expand(entry.subs(pt)) == 0
               for pt in POINTS for entry in expression)


spinor = sp.Matrix([x*y + zc**2, y*zc**2 + sp.I*x, x**3 - y, x*y*zc + 1])
# Breit operator equals its commutator form
commutator_form = (alpha_p(V * spinor) + V * alpha_p(spinor)) / 2 + (
    alpha_p(inner_commutator(spinor)) - inner_commutator(alpha_p(spinor))) / 4
assert vanishes(breit(spinor) - commutator_form)
# cancellation special to the Coulomb potential
assert vanishes(V * inner_commutator(spinor) - inner_commutator(V * spinor)
                + 2 * V**2 * spinor)
# complete 1/M operator
h_squared = dirac(dirac(spinor))
reduced_form = (h_squared - mass**2 * spinor) / 2 - mass * V * BETA * spinor + (
    dirac(inner_commutator(spinor)) - inner_commutator(dirac(spinor))) / 4
assert vanishes(p_squared(spinor) / 2 + breit(spinor) - reduced_form)
# dilation identity for m beta V
dilation_form = h_squared - mass**2 * spinor - sp.I / 2 * (
    dirac(anti_dilation(spinor)) - anti_dilation(dirac(spinor)))
assert vanishes(mass * V * BETA * spinor - dilation_form)
# transverse photon kernel: divergence-free, and Poisson equation off the origin
kernel = sp.Matrix(3, 3, lambda i, j: (int(i == j) / radius
                                      + X[i] * X[j] / radius**3) / 8)
divergence = [sum(kernel[i, j].diff(X[i]) for i in range(3)) for j in range(3)]
poisson = [sum(-kernel[i, j].diff(c, 2) for c in X)
           - (1 / (4 * radius)).diff(X[i]).diff(X[j])
           for i in range(3) for j in range(3)]
assert vanishes(divergence) and vanishes(poisson)


# ---------- closed formulas ----------
def dirac_factor(z, kappa, nr):
    gamma = mp.sqrt(kappa**2 - z**2)
    return 1 / mp.sqrt(1 + (z / (nr + gamma))**2)


def rescaled_problem(mu, z, kappa, nr):
    """Return epsilon, m*, z* and E, all with m = 1."""
    root = mp.sqrt(1 - mu**2)
    z_star = z * root
    f_star = dirac_factor(z_star, kappa, nr)
    epsilon = (f_star + mu) / (1 + mu * f_star)
    m_star = (1 - mu * epsilon) / root
    energy = (2 * epsilon - mu) / (1 + mp.sqrt(1 - 2 * mu * epsilon + mu**2))
    return epsilon, m_star, z_star, energy


# ---------- diagonalization in a Laguerre basis with exact quadrature ----------
def radial_state(z, kappa, nr, target, scalar=0.0, size=22):
    """Eigenstate nearest target for the potential V(1 - scalar*beta)."""
    power = np.sqrt(kappa**2 - z**2 * (1 - scalar**2))
    decay = z / (nr + abs(kappa))
    nodes, weights = roots_genlaguerre(size + 4, 2 * power - 2)
    r = nodes / (2 * decay)
    lag = np.array([eval_genlaguerre(k, 2 * power, nodes) for k in range(size)])
    dlag = np.array([np.zeros_like(r) if k == 0 else
                     -2 * decay * eval_genlaguerre(k - 1, 2 * power + 1, nodes)
                     for k in range(size)])
    value, slope = r * lag, (power - decay * r) * lag + r * dlag

    def integral(a, b):
        return (a * weights) @ b.T

    S, R1, R2 = integral(value, value), integral(value, lag), integral(lag, lag)
    D, D_over_r = integral(value, slope), integral(lag, slope)
    K, O = integral(slope, slope), np.zeros((size, size))
    ham = np.block([[S - z * (1 - scalar) * R1, -D + kappa * R1],
                    [D + kappa * R1, -S - z * (1 + scalar) * R1]])
    energies, vectors = eigh(ham, np.block([[S, O], [O, S]]))
    pick = np.argmin(abs(energies - target))
    c = vectors[:, pick]
    kinetic = np.block([[K + kappa * (kappa + 1) * R2, O],
                        [O, K + kappa * (kappa - 1) * R2]])
    upper = -z / 2 * (-2 * D_over_r + (kappa + 1) * R2)
    lower = -z / 2 * (2 * D_over_r + (kappa - 1) * R2)
    magnetic = np.block([[O, upper], [lower, O]])
    beta = np.block([[S, O], [O, -S]])
    beta_v = np.block([[-z * R1, O], [O, z * R1]])
    means = [c @ A @ c for A in (kinetic, magnetic, beta, beta_v)]
    return energies[pick], means


Z = 80
z = Z * const.fine_structure
mass_number = 202
mu = const.physical_constants["electron mass in u"][0] / mass_number
mc2 = const.physical_constants["electron mass energy equivalent in MeV"][0] * 1e6
STATES = [("1s", -1, 0), ("2s", -1, 1), ("2p1/2", 1, 1), ("2p3/2", -2, 0)]
results = {}
for name, kappa, nr in STATES:
    f = float(dirac_factor(z, kappa, nr))
    e0, (p2, br, beta_mean, beta_v_mean) = radial_state(z, kappa, nr, f)
    assert abs(e0 - f) < 1e-9
    assert abs(p2 / 2 + br - (1 - f**2) / 2) < 1e-7
    assert abs(beta_mean - f) < 1e-8
    assert abs(beta_v_mean - (f**2 - 1)) < 1e-8
    results[name] = (f, e0, p2 / 2, br, beta_mean, beta_v_mean)
    # mixed vector-scalar equation at a large mass ratio
    big = 0.2
    eps = float(rescaled_problem(big, z, kappa, nr)[0])
    assert abs(radial_state(z, kappa, nr, eps, scalar=big)[0] - eps) < 1e-8

# ---------- reconstructed wavefunction in the original radial equation ----------
mp.mp.dps = 35


def coulomb_functions(m, coupling, kappa, nr):
    """Dirac-Coulomb P and Q from the power-series recursion."""
    g = mp.sqrt(kappa**2 - coupling**2)
    e = m * dirac_factor(coupling, kappa, nr)
    lam = mp.sqrt(m**2 - e**2)
    a, b = [mp.mpf(1)], [(g + kappa) / coupling]
    for s in range(1, nr + 1):
        matrix = mp.matrix([[g + s + kappa, -coupling],
                            [-coupling, kappa - g - s]])
        rhs = mp.matrix([lam * a[-1] + (e + m) * b[-1],
                         -lam * b[-1] - (m - e) * a[-1]])
        new = mp.lu_solve(matrix, rhs)
        a.append(new[0])
        b.append(new[1])

    def build(coefs):
        return lambda r: r**g * mp.exp(-lam * r) * sum(
            ck * r**k for k, ck in enumerate(coefs))
    return build(a), build(b)


def residual(ratio, coupling, kappa, nr, displaced=True):
    ratio, coupling = mp.mpf(ratio), mp.mpf(coupling)
    _, m_star, z_star, energy = rescaled_problem(ratio, coupling, kappa, nr)
    p_chi, q_chi = coulomb_functions(m_star, z_star, kappa, nr)
    stretch = mp.exp(mp.atanh(ratio) / 2)
    shift = coupling * ratio / 2 if displaced else mp.mpf(0)

    def P(r):
        return stretch * p_chi(r - shift)

    def Q(r):
        return q_chi(r - shift) / stretch

    total = mp.mpf(0)
    for r in (mp.mpf("0.7"), mp.mpf(2), mp.mpf(5)):
        p0, p1, p2 = P(r), mp.diff(P, r), mp.diff(P, r, 2)
        q0, q1, q2 = Q(r), mp.diff(Q, r), mp.diff(Q, r, 2)
        v = -coupling / r
        up = ((1 + v - energy) * p0 - q1 + kappa * q0 / r
              + ratio / 2 * (-p2 + kappa * (kappa + 1) * p0 / r**2)
              + ratio * v / 2 * (-2 * q1 + (kappa + 1) * q0 / r))
        low = ((-1 + v - energy) * q0 + p1 + kappa * p0 / r
               + ratio / 2 * (-q2 + kappa * (kappa - 1) * q0 / r**2)
               + ratio * v / 2 * (2 * p1 + (kappa - 1) * p0 / r))
        total += up**2 + low**2
    return mp.sqrt(total)


falls = {}
for name, kappa, nr in STATES:
    full = residual("1e-5", z, kappa, nr) / residual("5e-6", z, kappa, nr)
    bare = (residual("1e-5", z, kappa, nr, False)
            / residual("5e-6", z, kappa, nr, False))
    assert abs(full - 4) < 0.02 and abs(bare - 2) < 0.02
    falls[name] = (float(full), float(bare))


# ---------- both closed energy forms have the stated first-order term ----------
def reduced_mass_energy(ratio, f):
    mr = 1 / (1 + ratio)
    return 1 + mr * (f - 1) - mr**2 * ratio * (f - 1)**2 / (2 * (1 + ratio))


for name, kappa, nr in STATES:
    f = dirac_factor(mp.mpf(z), kappa, nr)
    for energy_of in (lambda t: rescaled_problem(t, mp.mpf(z), kappa, nr)[3],
                      lambda t: reduced_mass_energy(t, f)):
        h = mp.mpf("1e-8")
        slope = (energy_of(h) - energy_of(-h)) / (2 * h)
        assert abs(slope - (1 - f**2) / 2) < mp.mpf("1e-13")

# ---------- worked example ----------
unit = mc2 * mu
print("Hydrogen-like mercury, point spinless nucleus, Breit level")
print(f"Z = {Z}, rounded nuclear mass = {mass_number} u")
print(f"Z alpha = {z:.8f}")
print(f"gamma for |kappa|=1 = {np.sqrt(1 - z*z):.8f}")
print(f"electron rest energy m = {mc2:.3f} eV")
print(f"mass ratio m/M = {mu:.8e}")
print(f"recoil scale m^2/M = {unit:.8f} eV")
for name, kappa, nr in STATES:
    f, e0, kin, br, beta_mean, beta_v_mean = results[name]
    print(f"{name}: kappa = {kappa}, nr = {nr}, f = E0/m = {f:.8f}")
    print(f"  E0 - m = {mc2*(f-1):.3f} eV")
    print(f"  <p^2>/2M = {unit*kin:.6f} eV")
    print(f"  <Breit> = {unit*br:.6f} eV")
    print(f"  sum of the two = {unit*(kin+br):.6f} eV")
    print(f"  (m^2-E0^2)/2M = {unit*(1-f*f)/2:.6f} eV")
    print(f"  residual ratio on halving m/M: {falls[name][0]:.4f}"
          f" (no displacement: {falls[name][1]:.4f})")
f, e0, kin, br, beta_mean, beta_v_mean = results["1s"]
eps, m_star, z_star, energy = rescaled_problem(mp.mpf(mu), mp.mpf(z), -1, 0)
f_mp = dirac_factor(mp.mpf(z), -1, 0)
print(f"1s <beta> = {beta_mean:.8f}")
print(f"1s <beta V>/m = {beta_v_mean:.8f}")
print(f"1s (E0^2-m^2)/2M = {unit*(f*f-1)/2:.6f} eV")
print(f"1s -(m/M)<beta V> = {-unit*beta_v_mean:.6f} eV")
print(f"1s relative mass change m*/m - 1 = {float(m_star-1):.6e}")
print(f"1s relative coupling change = {float(z_star/mp.mpf(z)-1):.6e}")
print(f"1s epsilon - E0 = {float(eps-f_mp)*mc2:.6f} eV")
print(f"1s shift from rescaled problem = {float(energy-f_mp)*mc2:.6f} eV")
print(f"1s naive reduced-mass Dirac shift = {unit*(1-f):.6f} eV")
print(f"1s naive/correct shift = {2/(1+f):.6f}")
compton = const.hbar / (const.m_e * const.c)
print(f"radial displacement Z alpha/(2M) = {z*mu*compton/2*1e15:.6e} fm")
print("checks complete")
```

Running it gives:

```
Hydrogen-like mercury, point spinless nucleus, Breit level
Z = 80, rounded nuclear mass = 202 u
Z alpha = 0.58378821
gamma for |kappa|=1 = 0.81190599
electron rest energy m = 510998.951 eV
mass ratio m/M = 2.71574212e-06
recoil scale m^2/M = 1.38774138 eV
1s: kappa = -1, nr = 0, f = E0/m = 0.81190599
  E0 - m = -96115.843 eV
  <p^2>/2M = 0.554729 eV
  <Breit> = -0.318251 eV
  sum of the two = 0.236477 eV
  (m^2-E0^2)/2M = 0.236477 eV
  residual ratio on halving m/M: 4.0000 (no displacement: 2.0000)
2s: kappa = -1, nr = 1, f = E0/m = 0.95181563
  E0 - m = -24622.163 eV
  <p^2>/2M = 0.131429 eV
  <Breit> = -0.066172 eV
  sum of the two = 0.065256 eV
  (m^2-E0^2)/2M = 0.065256 eV
  residual ratio on halving m/M: 4.0000 (no displacement: 2.0000)
2p1/2: kappa = 1, nr = 1, f = E0/m = 0.95181563
  E0 - m = -24622.163 eV
  <p^2>/2M = 0.096263 eV
  <Breit> = -0.031006 eV
  sum of the two = 0.065256 eV
  (m^2-E0^2)/2M = 0.065256 eV
  residual ratio on halving m/M: 4.0000 (no displacement: 2.0000)
2p3/2: kappa = -2, nr = 0, f = E0/m = 0.95645064
  E0 - m = -22253.676 eV
  <p^2>/2M = 0.066574 eV
  <Breit> = -0.007455 eV
  sum of the two = 0.059119 eV
  (m^2-E0^2)/2M = 0.059119 eV
  residual ratio on halving m/M: 4.0000 (no displacement: 2.0000)
1s <beta> = 0.81190599
1s <beta V>/m = -0.34080867
1s (E0^2-m^2)/2M = -0.236477 eV
1s -(m/M)<beta V> = 0.472954 eV
1s relative mass change m*/m - 1 = -2.204926e-06
1s relative coupling change = -3.687628e-12
1s epsilon - E0 = 0.472954 eV
1s shift from rescaled problem = 0.236477 eV
1s naive reduced-mass Dirac shift = 0.261026 eV
1s naive/correct shift = 1.103810
radial displacement Z alpha/(2M) = 3.061120e-04 fm
checks complete
```
